\section*{Overlay from two gratings with opposite programmed biases, part 2}

The overlay $O$ between two stacked gratings of period $P$, with lines along $y$, is measured on two pads. The displacement $s$ of the upper grating relative to the lower, positive toward $+x$, is $s_\pm=O\pm d$, with programmed bias $d>0$. Light arrives at normal incidence, with its electric field along the lines. The asymmetry is $A=I_{+1}-I_{-1}$, where $I_{\pm1}$ are the reflected first-order powers divided by the incident power; order $+1$ points toward $+x$. The pads give $A_\pm$, and the estimator is
\begin{equation}
O_{\rm est}=d\,\frac{A_++A_-}{A_+-A_-}.
\label{eq:estimator}
\end{equation}
It equals $O$ if $A=Ks$ with the same nonzero sensitivity $K$ on both pads.

For mirror-symmetric gratings, $A(-s)=-A(s)$. With $G=2\pi/P$ and coefficients $c_n$,
\begin{equation}
A(s)=\sum_{n\ge1}c_n\sin(nGs).
\label{eq:series}
\end{equation}
For small $s$,
\begin{align}
A(s)&=Ks+Cs^3+\cdots, \label{eq:cubic}\\
K&=G\sum_n nc_n,\qquad
C=-\frac{G^3}{6}\sum_n n^3c_n .
\label{eq:kc}
\end{align}
For weak gratings the interference formula is $A=4f|B||T|\sin\beta\,\sin(Gs)$. Here $B$ and $T$ are the first-order amplitudes from the lower and upper gratings at $s=0$, $\beta=\arg T-\arg B$ is the wave phase, $f$ is a constant power factor, and $4f|B||T|$ is the full amplitude.

The model stack has $P=7000$ angstrom and lines filling half the period. From the top it has lines of permittivity 2.5 in vacuum, 1000 angstrom high; a spacer of permittivity 2.25, 1300 angstrom thick; and a grating 800 angstrom high, etched into a substrate of permittivity 4, with spacer material in its gaps. Asymmetries come from coupled-wave calculations with 21 diffraction orders. The reference case has $d=200$ and $O=50$ angstrom at 2.5 eV. It gives $A_+=-0.011596$, $A_-\simeq0.006982$, a sensitivity from the pads of $-4.64\times10^{-5}$ per angstrom, and $O_{\rm est}=49.666$ angstrom.

\subsection{Curvature of the response}

Keep the cubic term and use $(O\pm d)^3=O^3\pm3O^2d+3Od^2\pm d^3$. The terms with alternating signs cancel in the sum, and the others cancel in the difference:
\begin{align}
A_++A_-&=2KO+C(2O^3+6Od^2) \notag\\
&=2KO\left[1+\kappa(O^2+3d^2)\right],\\
A_+-A_-&=2Kd+C(6O^2d+2d^3) \notag\\
&=2Kd\left[1+\kappa(d^2+3O^2)\right],
\label{eq:curveddifference}
\end{align}
where $\kappa=C/K$. Substitution in Eq.~\eqref{eq:estimator} gives
\begin{equation}
O_{\rm est}=O\,\frac{1+\kappa(O^2+3d^2)}{1+\kappa(d^2+3O^2)} .
\end{equation}
When both $\kappa$ terms are small compared with one, $1/(1+a)\simeq1-a$. To first order in $\kappa$,
\begin{align}
O_{\rm est}-O
&\simeq \kappa O\left(O^2+3d^2-d^2-3O^2\right) \notag\\
&=2\kappa O(d^2-O^2).
\label{eq:curvature}
\end{align}
The error vanishes at $O=0$, where oddness makes the asymmetries equal and opposite, and at $|O|=d$, where one pad is aligned and has zero asymmetry. These zeros do not depend on the cubic truncation, as long as $A(2d)$ and $A(d)$ are nonzero where they serve as divisors.

For the reference case the sine series gives a predicted error of $-0.311$ angstrom. With $d^2-O^2=37500$ square angstrom, this corresponds to
\begin{equation}
\kappa=\frac{-0.311}{2(50)(37500)}
\simeq-8.3\times10^{-8}\ \text{angstrom}^{-2}.
\end{equation}
The observed error is $-0.334$ angstrom; the difference of 0.02 angstrom comes from terms beyond the first-order cubic estimate. In a numerical test at $d=40$ and $O=10$ angstrom, where such terms are much smaller, the predicted and observed errors are $-0.00249$ and $-0.00250$ angstrom.

Equation~\eqref{eq:curveddifference} also shows that the sensitivity obtained from the pads is an average slope, not the slope at zero displacement. Its relative change is $\kappa(d^2+3O^2)\simeq-0.4\%$, in agreement with the calculated values $-4.645\times10^{-5}$ and $-4.664\times10^{-5}$ per angstrom.

\subsection{When a tangent correction helps}

If the response is a pure sine, $A=S\sin(Gs)$ with constant $S\neq0$, the angle-addition formulas give
\begin{align}
A_++A_-&=2S\sin(GO)\cos(Gd),\\
A_+-A_-&=2S\cos(GO)\sin(Gd).
\end{align}
Dividing, and then multiplying by $\tan(Gd)$, yields
\begin{equation}
\tan(GO)=\tan(Gd)\,\frac{A_++A_-}{A_+-A_-}.
\label{eq:tangent}
\end{equation}
The divisors must be nonzero and $\tan(Gd)$ finite. The principal arctangent selects $|GO|<\pi/2$. Adding $P/2$ to $O$ reverses both asymmetries and leaves their ratio unchanged, so this formula determines overlay modulo half a period.

To compare the two estimators, put $R=O_{\rm est}/d$ and use $\tan x\simeq x+x^3/3$ and $\arctan y\simeq y-y^3/3$. Through third order in $Gd$ and $GO_{\rm est}$,
\begin{align}
O_{\tan}&=\frac{1}{G}\arctan\left[R\tan(Gd)\right] \notag\\
&\simeq Rd+\frac{G^2}{3}Rd^3-\frac{G^2}{3}R^3d^3 \notag\\
&=O_{\rm est}+\frac{G^2}{3}O_{\rm est}(d^2-O_{\rm est}^2).
\label{eq:tancorrection}
\end{align}
This cancels Eq.~\eqref{eq:curvature} when $\kappa=-G^2/6$, the value for a pure sine. At 2\% grating contrast, the linear estimator gives 49.495 angstrom and the tangent formula 50.000 angstrom.

At full contrast the tangent formula gives 50.172 angstrom. The correction of about $+0.51$ angstrom is larger than the error of $-0.33$ angstrom that it should remove. It leaves an error of $+0.17$ angstrom, smaller than before but of the opposite sign. The actual curvature is smaller than that of a pure sine. The ratio $c_2/c_1=0.119$ does not explain this by itself: keeping two terms of the sine series would multiply the pure-sine curvature by
\begin{equation}
\frac{1+8(0.119)}{1+2(0.119)}\simeq1.58,
\end{equation}
whereas a pure sine would give an error of magnitude $(G^2/3)O(d^2-O^2)\simeq0.504$ angstrom, and the ratio of the predicted error to this one is $0.311/0.504\simeq0.62$. Harmonics with $n\ge3$ must therefore contribute. They can be small in $A$ and still matter for $C$, because they enter it with weight $n^3$.

The curvature also depends on photon energy. The linear estimator gives 49.33, 49.67 and 50.20 angstrom at 2.3, 2.5 and 2.7 eV, so even the sign of the error changes. At 2.7 eV the error is already positive, and the positive tangent correction makes it larger. Adding the correction in Eq.~\eqref{eq:tancorrection} to the error in Eq.~\eqref{eq:curvature} leaves a leading error of $2(\kappa+G^2/6)O(d^2-O^2)$. The tangent formula therefore reduces the leading curvature error only if $\kappa<-G^2/12$, and removes it only if $\kappa=-G^2/6$. For a strong grating, $\kappa$ should be calculated or measured before the formula is adopted. A response that merely looks like a single sine is not enough, because weak high harmonics can change $\kappa$ appreciably.

\subsection{Unequal sensitivities}

Now let the response be linear but let the pads have sensitivities $K_\pm=K(1\pm\varepsilon)$. Here $K$ is their mean, and
\begin{equation}
\varepsilon=\frac{K_+-K_-}{K_++K_-}.
\end{equation}
The symbol $\varepsilon$ denotes this mismatch in the rest of the text, not a permittivity. The sum and difference are
\begin{align}
A_++A_-&=K\left[(1+\varepsilon)(O+d)+(1-\varepsilon)(O-d)\right] \notag\\
&=2K(O+\varepsilon d),\\
A_+-A_-&=K\left[(1+\varepsilon)(O+d)-(1-\varepsilon)(O-d)\right] \notag\\
&=2K(d+\varepsilon O).
\end{align}
It follows that
\begin{align}
O_{\rm est}&=d\,\frac{O+\varepsilon d}{d+\varepsilon O},\\
O_{\rm est}-O
&=\frac{dO+\varepsilon d^2-dO-\varepsilon O^2}{d+\varepsilon O}
=\frac{\varepsilon(d^2-O^2)}{d+\varepsilon O}.
\label{eq:mismatch}
\end{align}
Unlike curvature, mismatch produces an error at zero overlay, equal to $\varepsilon d$. With $d=200$ angstrom, $\varepsilon=0.01$ gives 2 angstrom. Since $K_+/K_-=(1+\varepsilon)/(1-\varepsilon)$, this corresponds to a sensitivity difference of about 2\% between the pads.

A film-thickness difference can create such a mismatch. At 2.7 eV, adding 50 angstrom to the 1300 angstrom spacer on the plus pad gives $\varepsilon=-0.216$. For a test with $d=40$ and $O=10$ angstrom,
\begin{equation}
O_{\rm est}\simeq40\,
\frac{10-0.216(40)}{40-0.216(10)}
\simeq1.44\ \text{angstrom}.
\end{equation}
The coupled-wave intensities also give 1.44 angstrom. A thickness change of 4\% has removed most of the apparent overlay. This is an unfavourable photon energy for two reasons: $|K|$ is small there, so a given change in $K$ is a large fraction of it, and the change in $K$ produced by the added spacer is itself larger than at 2.5 eV. The value of $\varepsilon$ should not be carried over to other energies. A difference in incident power between the pads acts in the same way if the intensities are not normalized separately, because it multiplies one asymmetry and not the other.

\subsection{Offsets that imitate overlay}

Suppose that both asymmetries acquire the same offset $A_0$. The sum increases by $2A_0$ and the difference is unchanged. With $A_+-A_-=2Kd$,
\begin{equation}
O_{\rm est}=d\,\frac{2KO+2A_0}{2Kd}=O+\frac{A_0}{K}.
\label{eq:offset}
\end{equation}
The two measurements contain no information that separates $O$ from $A_0/K$.

A skewed grating profile breaks the mirror symmetry that made $A(0)=0$. In the model, the upper half of the lower grating was moved by $+10$ angstrom and its lower half by $-10$ angstrom. The mean of these positions defines its centre. Such a grating has no unique centre, and a different convention would change the stated true overlay. With zero overlay on the chosen convention and $d=40$ angstrom, the apparent overlay is 9.85, $-0.45$ and $-8.82$ angstrom at 2.3, 2.5 and 2.7 eV. The corresponding values of $A_0/K$ are 9.85, $-0.46$ and $-8.81$ angstrom.

Broken symmetry also permits even powers of $s$. If a term $Ds^2$ is present, half the sum of the asymmetries contains
\begin{equation}
\frac{D}{2}\left[(O+d)^2+(O-d)^2\right]=D(O^2+d^2).
\end{equation}
For a skewed profile, Eq.~\eqref{eq:offset} is therefore a leading-order result at small displacement.

The spread of nearly 19 angstrom between photon energies reveals the defect here. With identical pads, a symmetric stack at zero overlay would show no spread, because its asymmetry is odd. With $d=200$ and $O=50$ angstrom, curvature gives the symmetric stack a spread of 0.9 angstrom among these three energies, and about 1.3 angstrom over all energies from 2.3 to 2.7 eV. Agreement between energies is useful evidence but not proof of a correct overlay, since an offset with nearly constant $A_0/K$ would pass the same check. A single energy can also mislead in the favourable direction: at 2.5 eV this skew has little effect.

Unequal detector gains produce another offset. If the channels for orders $+1$ and $-1$ have gains $1+\eta$ and $1-\eta$, the recorded asymmetry is
\begin{equation}
A'=(1+\eta)I_{+1}-(1-\eta)I_{-1}
=A+\eta(I_{+1}+I_{-1}).
\label{eq:gain}
\end{equation}
In the reference case the intensity sum is 0.0483 on the plus pad and 0.0481 on the minus pad. For $\eta=0.001$ the nearly common offset is $4.8\times10^{-5}$, which shifts the overlay by
\begin{equation}
\frac{4.8\times10^{-5}}{-4.64\times10^{-5}}
\simeq-1.0\ \text{angstrom}.
\end{equation}
Rotating the sample by $180^\circ$ about its normal exchanges the orders seen by the two channels. The recorded asymmetry becomes $-A+\eta(I_{+1}+I_{-1})$, and half the difference between the original and rotated readings is $A$. This removes the gain offset if the illumination and gains stay fixed. It does not remove an asymmetry belonging to the sample, which changes sign together with the overlay signal.

\subsection{Random noise}

Let $A_+$ and $A_-$ have independent errors of standard deviation $\sigma$. Write $N=A_++A_-$ and $D_A=A_+-A_-$, so that $O_{\rm est}=dN/D_A$. The quotient rule gives
\begin{align}
\frac{\partial O_{\rm est}}{\partial A_+}
&=d\,\frac{D_A-N}{D_A^2}=-\frac{2dA_-}{D_A^2},\\
\frac{\partial O_{\rm est}}{\partial A_-}
&=d\,\frac{D_A+N}{D_A^2}=\frac{2dA_+}{D_A^2}.
\end{align}
In the second line the derivative of $D_A$ is $-1$, which makes the two terms add. For independent errors the variances add after multiplication by the squared derivatives. Under the linear law $D_A=2Kd$, and
\begin{equation}
A_+^2+A_-^2=K^2\left[(O+d)^2+(O-d)^2\right]
=2K^2(O^2+d^2).
\end{equation}
Therefore
\begin{align}
\sigma_O^2&=\sigma^2\,\frac{4d^2(A_+^2+A_-^2)}{D_A^4}
=\sigma^2\,\frac{8K^2d^2(O^2+d^2)}{16K^4d^4},\notag\\
\sigma_O&=\frac{\sigma}{\sqrt2\,|K|}\sqrt{1+\frac{O^2}{d^2}} .
\label{eq:noise}
\end{align}
This first-order formula requires the noise in $D_A$, which is $\sqrt2\,\sigma$, to be much smaller than $|D_A|$. If $D_A$ is comparable with its noise, the quotient can become very large and its sign unreliable. An implementation should reject such a measurement.

For $\sigma=10^{-4}$ of the incident power, the reference case gives
\begin{equation}
\sigma_O\simeq
\frac{10^{-4}}{\sqrt2\,(4.64\times10^{-5})}
\sqrt{1+\frac{50^2}{200^2}}
\simeq1.57\ \text{angstrom}.
\end{equation}
Random sampling of the asymmetries also gives 1.57 angstrom. At 2.7 eV the threefold smaller $|K|$ would raise the noise to about 4.8 angstrom for the same $\sigma$. The sensitivity cancels from the expected overlay, but not from its uncertainty.

\subsection{Choosing the bias}

The bias enters the errors in different ways. For $|O|\ll d$, curvature contributes approximately $2\kappa Od^2$ and mismatch $\varepsilon d$, while the noise approaches the constant $\sigma/(\sqrt2|K|)$. Increasing $d$ beyond a few times the largest expected $|O|$ therefore brings little reduction in noise and continues to increase the other two errors. A common offset gives $A_0/K$ whatever the bias, within the linear law.

In the reference case, reducing $d$ from 200 to 100 angstrom would change the curvature error predicted by Eq.~\eqref{eq:curvature} from $-0.31$ to about $-0.06$ angstrom. The noise would rise from 1.57 to about 1.70 angstrom, and the error from a small mismatch would fall by about 60\%. These estimates hold $K$, $\kappa$ and $\sigma$ fixed. Which bias is preferable depends on the measured noise and on how closely the pads match.

The photon energy should give a large $|K|$ that changes little with film thickness, and a nearly linear response over the interval from $O-d$ to $O+d$. Repeating the measurement at several energies then tests for an offset or mismatch that changes with energy. The numerical output that follows lists the computed values on which these estimates rest.

\section*{Numbers as computed}
\begin{verbatim}
period 7000 angstrom; photon energy 2.5 eV
vacuum wavelength 4959.4 angstrom
upper grating, spacer, lower grating heights 1000, 1300, 800 angstrom
bias 200 angstrom; true overlay 50 angstrom
G*bias 0.1795 rad
outgoing power minus incident, fraction -1.2e-15
pad plus: I(+1), I(-1) 0.018338, 0.029934 of incident power
pad minus: I(+1), I(-1) 0.027525, 0.020542 of incident power
A_plus -0.011596; A_minus 0.006982 of incident power
sum -0.004613; difference -0.018578
K from pads -4.64455e-05 per angstrom
K at zero displacement -4.66377e-05 per angstrom
recovered overlay 49.666 angstrom = 93.855 bohr
error of recovered overlay -0.334 angstrom
cubic-law prediction of error -0.311 angstrom
tangent-formula overlay 50.172 angstrom
overlay with 31 instead of 21 orders 49.666 angstrom
second/first sine coefficient 0.1190
weak gratings: contrast factor 0.02, wave phase -1.590 rad
weak gratings: worst interference-formula error 9.7e-05 of full amplitude
weak gratings: linear 49.4948, tangent 49.9999 angstrom
at 2.3 eV: K -3.3897e-05 per angstrom, overlay 49.333 angstrom
at 2.5 eV: K -4.6638e-05 per angstrom, overlay 49.666 angstrom
at 2.7 eV: K -1.5288e-05 per angstrom, overlay 50.197 angstrom
small case: bias 40, overlay 10 angstrom
small case error: found -0.00250, predicted -0.00249 angstrom
unequal pads at 2.7 eV: extra spacer on plus pad 50 angstrom
unequal pads: epsilon -0.2160, small-case overlay found 1.436, predicted 1.439 angstrom
skew between lower-grating halves 20 angstrom, true overlay 0, bias 40 angstrom
skew at 2.3 eV: A0 -3.338e-04, A0/K 9.848, apparent overlay 9.851 angstrom
skew at 2.5 eV: A0 2.149e-05, A0/K -0.461, apparent overlay -0.453 angstrom
skew at 2.7 eV: A0 1.347e-04, A0/K -8.812, apparent overlay -8.818 angstrom
noise in each asymmetry 1.0e-04 of incident power
overlay noise: sampled 1.5662, propagated 1.5687 angstrom
\end{verbatim}
